# Self-Consistent Conductivity of a Polycrystal with One Good Axis: test program

```python
# Result under test: a polycrystal of randomly oriented equiaxed grains with
# principal conductivities (a, b, b) has, in the self-consistent approximation,
# the conductivity s solving sum_i (s_i - s)/(s_i + 2 s) = 0.
# For a = 10, b = 1 this gives s = 2.5 (same unit as a and b, here S/cm).
# Independent roads: field equations of a sphere, tensor averages over directions,
# and a numerical solution of Ohm's law in periodic Voronoi polycrystals.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.fft import rfftn, irfftn
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import erfi

a, b = 10.0, 1.0
principal = np.array([a, b, b])
identity = np.eye(3)
rng = np.random.default_rng(12)


def uniaxial_formula(good, poor):
    return (poor + np.sqrt(poor**2 + 8 * good * poor)) / 4


s_eff = uniaxial_formula(a, b)

# Roots of the original rational equation, by computer algebra
x = sp.symbols("x")
equation = sum((v - x) / (v + 2 * x) for v in (sp.Integer(10), 1, 1))
roots = sorted(float(r) for r in sp.solve(equation, x))
assert len(roots) == 2 and roots[0] < 0
assert abs(roots[1] - s_eff) < 1e-12 and abs(s_eff - 2.5) < 1e-12

# Tilted anisotropic unit sphere in a medium of arbitrary conductivity
axis = np.array([1.0, 2.0, -1.5])
axis /= np.linalg.norm(axis)
tensor = b * identity + (a - b) * np.outer(axis, axis)
medium = 1.7
applied = np.array([0.3, -0.8, 1.1])
resolvent = np.linalg.inv(tensor + 2 * medium * identity)
inside = 3 * medium * resolvent @ applied
dipole = (tensor - medium * identity) @ resolvent @ applied


def outer_potential(point):
    return -applied @ point + dipole @ point / np.linalg.norm(point)**3


for normal in rng.normal(size=(20, 3)):
    normal /= np.linalg.norm(normal)
    assert abs(outer_potential(normal) + inside @ normal) < 1e-12
    h = 1e-5
    slope = (outer_potential((1 + h) * normal)
             - outer_potential((1 - h) * normal)) / (2 * h)
    assert abs(normal @ tensor @ inside + medium * slope) < 1e-7
    h, point = 1e-3, 1.5 * normal
    laplacian = sum(outer_potential(point + h * u) + outer_potential(point - h * u)
                    - 2 * outer_potential(point) for u in identity) / h**2
    assert abs(laplacian) < 1e-4  # second-order difference error

# Self-consistency <J> = s <E> from full tensors averaged over directions
nodes, weights = np.polynomial.legendre.leggauss(8)
directions, shares = [], []
for u, w in zip(nodes, weights):
    for angle in 2 * np.pi * np.arange(8) / 8:
        rho = np.sqrt(1 - u * u)
        directions.append([rho * np.cos(angle), rho * np.sin(angle), u])
        shares.append(w / 16)


def averaged_fields(s):
    field, current = np.zeros((3, 3)), np.zeros((3, 3))
    for d, w in zip(directions, shares):
        t = b * identity + (a - b) * np.outer(d, d)
        e = 3 * s * np.linalg.inv(t + 2 * s * identity)
        field += w * e
        current += w * t @ e
    return field, current


def current_mismatch(s):
    field, current = averaged_fields(s)
    return current[0, 0] - s * field[0, 0]


s_average = brentq(current_mismatch, 1.0, 10.0, xtol=1e-13)
assert abs(s_average - s_eff) < 1e-9
mean_field, mean_current = averaged_fields(s_average)
assert np.allclose(mean_field, identity, atol=1e-9)
assert np.allclose(mean_current, s_eff * identity, atol=1e-8)
field_factors = 3 * s_eff / (principal + 2 * s_eff)


# Ohm's law on a periodic grid: conjugate gradients on curl-free fields
def effective_column(axes, direction):
    n = axes.shape[1]
    full = np.fft.fftfreq(n) * n
    half = np.arange(n // 2 + 1.0)
    k = np.array(np.meshgrid(full, full, half, indexing="ij"))
    k2 = (k**2).sum(0)
    k2[0, 0, 0] = 1.0

    def current(e):
        return b * e + (a - b) * axes * (axes * e).sum(0)

    def curl_free(v):
        vk = rfftn(v, axes=(1, 2, 3))
        return irfftn(k * ((k * vk).sum(0) / k2), s=(n, n, n), axes=(1, 2, 3))

    e = np.zeros_like(axes)
    e[direction] = 1.0
    residual = -curl_free(current(e))
    search = residual.copy()
    norm = np.vdot(residual, residual)
    target = 1e-9 * norm
    for _ in range(80):
        if norm <= target or norm < 1e-20:
            break
        image = curl_free(current(search))
        step = norm / np.vdot(search, image)
        e += step * search
        residual -= step * image
        new_norm = np.vdot(residual, residual)
        search = residual + new_norm / norm * search
        norm = new_norm
    else:
        raise AssertionError("field solver did not converge")
    return current(e).mean(axis=(1, 2, 3))


# Exact laminate: the good axis lies along x in some layers and along y in others
n_test = 15
layers = np.zeros((3, n_test, n_test, n_test))
layers[0, :7] = 1.0
layers[1, 7:] = 1.0
share = 7 / n_test
assert abs(effective_column(layers, 0)[0] - 1 / (share / a + (1 - share) / b)) < 1e-3
assert abs(effective_column(layers, 1)[1] - (share * b + (1 - share) * a)) < 1e-3


def polycrystal(seeds, seed_axes, n):
    g = (np.arange(n) + 0.5) / n
    points = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T
    label = cKDTree(seeds, boxsize=1.0).query(points)[1]
    axes = np.ascontiguousarray(seed_axes[label].T).reshape(3, n, n, n)
    return np.mean([effective_column(axes, j)[j] for j in range(3)])


grain_count, sample_count = 100, 3
coarse, fine = [], []
for _ in range(sample_count):
    seeds = rng.random((grain_count, 3))
    seed_axes = rng.normal(size=(grain_count, 3))
    seed_axes /= np.linalg.norm(seed_axes, axis=1)[:, None]
    coarse.append(polycrystal(seeds, seed_axes, 27))
    fine.append(polycrystal(seeds, seed_axes, 45))
voronoi = np.mean(fine)
arithmetic, harmonic = principal.mean(), 1 / np.mean(1 / principal)
# Ten percent allows for the approximation itself, few grains and the grid
assert abs(voronoi / s_eff - 1) < 0.10
assert all(harmonic < value < arithmetic for value in fine)
assert harmonic < s_eff < arithmetic
voronoi_factor = 3 * (voronoi - b) / (a - b)

# Logarithmic sensitivities, formula against finite differences of the root
sensitivity_a = a * b / (s_eff * (4 * s_eff - b))
sensitivity_b = 1 - sensitivity_a


def numerical_root(values):
    return brentq(lambda s: np.sum((values - s) / (values + 2 * s)), 0.01, 100,
                  xtol=1e-13)


h = 1e-4
for scale, expected in (([1, 0, 0], sensitivity_a), ([0, 1, 1], sensitivity_b)):
    up = numerical_root(principal * np.exp(h * np.array(scale)))
    down = numerical_root(principal * np.exp(-h * np.array(scale)))
    assert abs(np.log(up / down) / (2 * h) - expected) < 1e-6


# Neglected grain shape: spheroids with the long axis along the good axis
def depolarization(aspect):
    return aspect / 2 * quad(lambda t: 1 / ((t + aspect**2)**1.5 * (t + 1)),
                             0, np.inf)[0]


aspect = 2.0
ecc = np.sqrt(1 - 1 / aspect**2)
closed = (1 - ecc**2) / ecc**2 * (np.arctanh(ecc) / ecc - 1)
assert abs(depolarization(1.0) - 1 / 3) < 1e-7
assert abs(depolarization(aspect) - closed) < 1e-7


def spheroid_root(ratio):
    along = depolarization(ratio)
    factors = np.array([along, (1 - along) / 2, (1 - along) / 2])
    return brentq(lambda s: np.sum((principal - s)
                  / (s + factors * (principal - s))), b, a)


assert abs(spheroid_root(1.0) - s_eff) < 1e-6
s_long = spheroid_root(aspect)


# Neglected thickness: one layer of flat grains with no current across the film
def flat_layer(cosines, probabilities):
    sheets = []
    for u in cosines:
        d = np.array([np.sqrt(1 - u * u), 0.0, u])
        resistivity = np.linalg.inv(b * identity + (a - b) * np.outer(d, d))
        sheets.append(np.linalg.eigvalsh(np.linalg.inv(resistivity[:2, :2])))
    sheets = np.array(sheets)
    return brentq(lambda s: probabilities @ ((sheets - s) / (sheets + s)).sum(1),
                  0.5 * b, 2 * a)


# Exact two-dimensional result when all good axes lie in the plane
assert abs(flat_layer([0.0], np.array([1.0])) - np.sqrt(a * b)) < 1e-9
u40, w40 = np.polynomial.legendre.leggauss(40)
s_flat = flat_layer((u40 + 1) / 2, w40 / 2)

# Rough material and device inputs
temperature, hot = 300.0, 350.0        # K
grain_nm, film_nm = 50.0, 500.0
density_cm3 = 5e19
permittivity = 100.0
mass_ratio = 5.0
activation_ev = 0.03
field_v_cm = 100.0
q, kb, hbar = const.e, const.k, const.hbar
density = density_cm3 * 1e6
mass = mass_ratio * const.m_e
eps = permittivity * const.epsilon_0
thermal_ev = kb * temperature / q


def boundary(barrier_ev, temp):
    """Depletion width (nm), equivalent extra grain length (nm), series factor."""
    width = np.sqrt(2 * eps * barrier_ev / (q * density)) * 1e9
    v = barrier_ev * q / (kb * temp)
    integral = quad(lambda u: np.exp(v * u * u) - 1, 0, 1)[0]
    assert abs(integral + 1 - np.sqrt(np.pi / v) / 2 * erfi(np.sqrt(v))) < 1e-8
    extra = 2 * width * integral
    return width, extra, 1 / (1 + extra / grain_nm)


mobility = principal / (q * density_cm3)
states_cm3 = 2 * (mass * kb * temperature / (2 * np.pi * hbar**2))**1.5 / 1e6
tunnel_mev = 1e3 * hbar / 2 * np.sqrt(density / (mass * eps))
speed = np.sqrt(3 * kb * temperature / mass)
free_path_nm = mobility[0] * 1e-4 * mass / q * speed * 1e9
activation_factor = np.exp(activation_ev * q / kb * (1 / temperature - 1 / hot))
grain_mv = field_v_cm * grain_nm * 1e-7 * 1e3
power = s_eff * field_v_cm**2 * film_nm * 1e-7
gaussian = s_eff * 100 / (4 * np.pi * const.epsilon_0)
assert free_path_nm < 0.1 * grain_nm
assert grain_mv < 0.1 * thermal_ev * 1e3
assert tunnel_mev < thermal_ev * 1e3

print(f"principal conductivities: {a:.1f}, {b:.1f}, {b:.1f} S/cm")
print(f"roots of the equation: {roots[0]:.4f}, {roots[1]:.4f} S/cm")
print(f"effective conductivity: {s_eff:.4f} S/cm")
print(f"effective conductivity, Gaussian: {gaussian:.4e} s^-1")
print(f"root from averaged tensors: {s_average:.6f} S/cm")
print(f"field factor along good axis: {field_factors[0]:.4f} (no unit)")
print(f"field factor across good axis: {field_factors[1]:.4f} (no unit)")
print(f"harmonic and arithmetic means: {harmonic:.4f}, {arithmetic:.4f} S/cm")
print(f"log sensitivity to good axis: {sensitivity_a:.4f} (no unit)")
print(f"log sensitivity to poor axes: {sensitivity_b:.4f} (no unit)")
print(f"Voronoi samples and grains in each: {sample_count}, {grain_count}")
print(f"Voronoi mean, 27^3 grid: {np.mean(coarse):.3f} S/cm")
print(f"Voronoi mean, 45^3 grid: {voronoi:.3f} S/cm")
print(f"Voronoi lowest and highest, 45^3: {min(fine):.3f}, {max(fine):.3f} S/cm")
print(f"Voronoi field factor, good axis: {voronoi_factor:.3f} (no unit)")
print(f"grain size and film thickness: {grain_nm:.0f}, {film_nm:.0f} nm")
print(f"temperature: {temperature:.0f} K; thermal energy: {thermal_ev*1e3:.2f} meV")
print(f"rough carrier density: {density_cm3:.1e} cm^-3")
print(f"rough relative permittivity: {permittivity:.0f} (no unit)")
print(f"rough density-of-states mass: {mass_ratio:.1f} electron masses")
print(f"mobility along, across: {mobility[0]:.3f}, {mobility[1]:.4f} cm2/Vs")
print(f"effective mobility: {s_eff/(q*density_cm3):.3f} cm2/Vs")
for barrier in (0.05, 0.10):
    for temp in (temperature, hot):
        width, extra, factor = boundary(barrier, temp)
        print(f"barrier {barrier:.2f} eV at {temp:.0f} K: width {width:.2f} nm, "
              f"extra length {extra:.1f} nm, factor {factor:.3f}")
    cold_factor = boundary(barrier, temperature)[2]
    print(f"  estimate with this barrier, 300 K: {s_eff*cold_factor:.2f} S/cm")
print(f"depolarization factor, aspect {aspect:.0f}: {depolarization(aspect):.4f}")
print(f"conductivity with elongated grains: {s_long:.3f} S/cm")
print(f"conductivity of one flat grain layer: {s_flat:.3f} S/cm")
print(f"rough activation energy: {activation_ev:.2f} eV")
print(f"bulk activation factor, 300 to 350 K: {activation_factor:.3f} (no unit)")
print(f"density / effective density of states: {density_cm3/states_cm3:.3f}")
print(f"barrier tunnelling energy scale: {tunnel_mev:.2f} meV")
print(f"nominal mean free path, good axis: {free_path_nm:.3f} nm")
print(f"applied field: {field_v_cm:.0f} V/cm; drop per grain: {grain_mv:.2f} mV")
print(f"Joule power per film area: {power:.2f} W/cm2")
print("no test failed")
```

Output:

```
principal conductivities: 10.0, 1.0, 1.0 S/cm
roots of the equation: -2.0000, 2.5000 S/cm
effective conductivity: 2.5000 S/cm
effective conductivity, Gaussian: 2.2469e+12 s^-1
root from averaged tensors: 2.500000 S/cm
field factor along good axis: 0.5000 (no unit)
field factor across good axis: 1.2500 (no unit)
harmonic and arithmetic means: 1.4286, 4.0000 S/cm
log sensitivity to good axis: 0.4444 (no unit)
log sensitivity to poor axes: 0.5556 (no unit)
Voronoi samples and grains in each: 3, 100
Voronoi mean, 27^3 grid: 2.508 S/cm
Voronoi mean, 45^3 grid: 2.510 S/cm
Voronoi lowest and highest, 45^3: 2.490, 2.549 S/cm
Voronoi field factor, good axis: 0.503 (no unit)
grain size and film thickness: 50, 500 nm
temperature: 300 K; thermal energy: 25.85 meV
rough carrier density: 5.0e+19 cm^-3
rough relative permittivity: 100 (no unit)
rough density-of-states mass: 5.0 electron masses
mobility along, across: 1.248, 0.1248 cm2/Vs
effective mobility: 0.312 cm2/Vs
barrier 0.05 eV at 300 K: width 3.32 nm, extra length 8.5 nm, factor 0.854
barrier 0.05 eV at 350 K: width 3.32 nm, extra length 6.5 nm, factor 0.884
  estimate with this barrier, 300 K: 2.14 S/cm
barrier 0.10 eV at 300 K: width 4.70 nm, extra length 61.1 nm, factor 0.450
barrier 0.10 eV at 350 K: width 4.70 nm, extra length 39.2 nm, factor 0.561
  estimate with this barrier, 300 K: 1.12 S/cm
depolarization factor, aspect 2: 0.1736
conductivity with elongated grains: 2.825 S/cm
conductivity of one flat grain layer: 1.729 S/cm
rough activation energy: 0.03 eV
bulk activation factor, 300 to 350 K: 1.180 (no unit)
density / effective density of states: 0.178
barrier tunnelling energy scale: 5.87 meV
nominal mean free path, good axis: 0.185 nm
applied field: 100 V/cm; drop per grain: 0.50 mV
Joule power per film area: 1.25 W/cm2
no test failed
```
